# QED effective Hamiltonian for the $1s2p$, $J=1$ levels of helium-like ions, part 1

(Sections cited here and not found follow in the second part.)

**Q.** I want the two $J=1$ levels of the $1s2p$ configuration of a helium-like ion, the ones called $^3P_1$ and $^1P_1$. Bound-state QED has a formula for the shift of a single level. Why not apply it twice?

**A.** Because its expansion parameter is not small for the lighter ions. Take atomic units, with $c=1/\alpha$, and the Furry picture, in which the electrons start as Dirac particles in the field $V=-Z/r$ of a point nucleus. Two unperturbed states have $J=1$, odd parity and $n=2$:

$$|1\rangle=(1s\,2p_{1/2})_{J=1},\qquad |2\rangle=(1s\,2p_{3/2})_{J=1},$$

with energies $E_1=\varepsilon_{1s}+\varepsilon_{2p_{1/2}}$ and $E_2=\varepsilon_{1s}+\varepsilon_{2p_{3/2}}$. Their distance $\delta=E_2-E_1$ is the Dirac fine structure, which grows as $\alpha^2Z^4$, while the electron-electron interaction that connects them grows as $Z$. A single-level series for state 1 contains state 2 as an intermediate state with denominator $\delta$, so it is a series in (interaction)$/\delta$, and this ratio, which falls roughly as $Z^{-3}$, is of order one or larger up to about $Z=20$. The names $^3P_1$ and $^1P_1$ belong to the two exact levels; the unperturbed basis is the $jj$ pair above. What is needed is a $2\times2$ matrix whose elements are expanded in $\alpha$ with no denominator $\delta$, and which is then diagonalized exactly.

**Q.** In ordinary quantum mechanics I would project a Hamiltonian. With retarded photons there is no two-electron Hamiltonian to project. What do you start from?

**A.** From the two-time Green function. Let $A_k^\dagger(t)$ be the Heisenberg operator built from two electron field operators at the same time $t$, folded with the wave function of model state $k$, so that without the radiation field $A_k^\dagger|0\rangle=|k\rangle$. Define

$$g_{ik}(E)=-i\int_{-\infty}^{\infty}d\tau\,e^{iE\tau}\,\langle0|T\,A_i(\tau)A_k^\dagger(0)|0\rangle .$$

Insert exact eigenstates $|n\rangle$ with energies $\mathcal E_n$ counted from the vacuum, rest energy included. For $\tau>0$ the matrix element is $\sum_n\varphi_{in}\varphi_{kn}^*e^{-i\mathcal E_n\tau}$ with $\varphi_{in}=\langle0|A_i(0)|n\rangle$, and $-i\int_0^\infty d\tau\,e^{i(E-\mathcal E_n+i0)\tau}=1/(E-\mathcal E_n+i0)$. For $\tau<0$ the operators change order, without a sign because each holds two fermion fields. The intermediate states then carry the charge of two positrons, the time factor is $e^{+i\mathcal E_n\tau}$, and the integral gives $-1/(E+\mathcal E_n-i0)$, which is singular only at negative $E$. Suppose for the moment that the two levels are isolated real poles, and let $C$ be a counterclockwise contour that encloses them and no other singularity. Inside $C$,

$$g(E)=\sum_{n=1,2}\frac{\varphi_n\varphi_n^\dagger}{E-\mathcal E_n}+\text{regular},$$

where $\varphi_n$ is a column with two components. Two contour integrals extract the content of the poles:

$$P=\frac1{2\pi i}\oint_C g\,dE=\Phi\Phi^\dagger,\qquad K=\frac1{2\pi i}\oint_C E\,g\,dE=\Phi\,\mathcal E\,\Phi^\dagger ,$$

with $\Phi=(\varphi_1,\varphi_2)$ and $\mathcal E=\mathrm{diag}(\mathcal E_1,\mathcal E_2)$.

**Q.** Then $K$ looks like a spectral decomposition already. Is $K$ the effective Hamiltonian?

**A.** No. The columns $\varphi_n$ are the shadows of the exact states in the model space, and they are neither normalized nor orthogonal, so $\Phi$ is not unitary. A plain symptom is the response to a change of the energy origin: $E\to E+E_0$ sends $K$ to $K+E_0P$, which is not a rigid shift of the spectrum unless $P$ is the unit matrix. Assume that $\Phi$ is invertible, which means that no combination of the two exact states is orthogonal to the model space; this holds near the unperturbed limit, where $P\to1$. Then $P$ is Hermitian and positive, and has a Hermitian inverse square root. Put $X=P^{-1/2}\Phi$. One finds $XX^\dagger=P^{-1/2}\Phi\Phi^\dagger P^{-1/2}=P^{-1/2}PP^{-1/2}=1$, and a square matrix with this property is unitary. Therefore

$$H=P^{-1/2}KP^{-1/2}=X\,\mathcal E\,X^\dagger$$

is Hermitian, its eigenvalues are $\mathcal E_1$ and $\mathcal E_2$, and its eigenvectors are the columns of $X$. Under the shift of origin $H\to H+E_0$, so the rest energy $2c^2$ may be dropped, and from here on every $\varepsilon$ is counted from the rest energy $c^2$ of one electron, so that bound orbitals have $\varepsilon<0$.

**Q.** A matrix square root is awkward in perturbation theory. How is $H$ expanded?

**A.** Write $g=g^{(0)}+g^{(1)}+\dots$ in powers of $\alpha$, the number of photon lines. Since $g^{(0)}_{ik}=\delta_{ik}/(E-E_i)$, we have $P^{(0)}=1$ and $K^{(0)}=\mathrm{diag}(E_1,E_2)$. Let $Y=P^{-1/2}=1+Y^{(1)}+Y^{(2)}+\dots$ and impose $YPY=1$ order by order. First order gives $2Y^{(1)}+P^{(1)}=0$. Second order gives $2Y^{(2)}+P^{(2)}+(Y^{(1)})^2+Y^{(1)}P^{(1)}+P^{(1)}Y^{(1)}=0$, and with $Y^{(1)}=-\tfrac12P^{(1)}$ the last three terms sum to $(\tfrac14-1)(P^{(1)})^2$, so $Y^{(2)}=-\tfrac12P^{(2)}+\tfrac38(P^{(1)})^2$. Collecting orders in $H=YKY$, with $\{A,B\}=AB+BA$,

$$H^{(1)}=K^{(1)}-\tfrac12\{P^{(1)},K^{(0)}\},$$

$$H^{(2)}=K^{(2)}-\tfrac12\{P^{(1)},K^{(1)}\}-\tfrac12\{P^{(2)},K^{(0)}\}+\tfrac38\{(P^{(1)})^2,K^{(0)}\}+\tfrac14P^{(1)}K^{(0)}P^{(1)} .$$

Because $K^{(0)}$ is diagonal, the first line reads, element by element,

$$H^{(1)}_{ik}=K^{(1)}_{ik}-\tfrac12(E_i+E_k)\,P^{(1)}_{ik}.$$

No small denominator arises while the two poles are isolated; for massless photons, treated below, this is shown here only for $H^{(1)}$. On the contour, $|E-E_i|$ is of the size of the contour, which may be taken much larger than $\delta$, so every $K^{(n)}$ and $P^{(n)}$ is a smooth function of $\delta$ as long as the interior of $C$ is free of other singularities.

**Q.** Now the exchange of one photon. I want to see where each factor of $i$ and $2\pi$ comes from.

**A.** Work first with two labelled lines, $b_1\to a_1$ and $b_2\to a_2$, where $b$ are initial and $a$ final Dirac orbitals, with $E_i=\varepsilon_{a_1}+\varepsilon_{a_2}$ and $E_k=\varepsilon_{b_1}+\varepsilon_{b_2}$. The Furry propagator is diagonal in Dirac states, so a line that ends on a positive-energy orbital $a$ carries only that orbital:

$$s_a(t)=\theta(t)e^{-i\varepsilon_at}=\frac{i}{2\pi}\int dp\,\frac{e^{-ipt}}{p-\varepsilon_a+i0}.$$

The second-order term of the time-ordered exponential carries $(-i)^2/2$, and the two ways of assigning the vertices to the lines cancel the $1/2$. Write the photon contraction, folded with the two transition currents, as $i\,\mathcal I(t_1-t_2)$ with $\mathcal I(t)=\int\frac{d\omega}{2\pi}e^{-i\omega t}I(\omega)$. The first-order part of the vacuum expectation value is

$$(-i)^2\,i\int dt_1dt_2\;s_{a_1}(\tau-t_1)s_{b_1}(t_1)\,s_{a_2}(\tau-t_2)s_{b_2}(t_2)\,\mathcal I(t_1-t_2).$$

The normalization of $I$ is fixed by an instantaneous potential: $\mathcal I=v\,\delta(t)$ turns the prefactor into $-iv$, as in first-order time-dependent perturbation theory, so a static $I$ is the interaction energy itself. Insert the Fourier forms with energies $p_1',p_1,p_2',p_2$. The integrals over $t_1$, $t_2$ and $\tau$ give $(2\pi)^3\delta(p_1'-p_1-\omega)\,\delta(p_2'-p_2+\omega)\,\delta(E-p_1'-p_2')$. The constant factor, including the $-i$ in the definition of $g$, is

$$(-i)(-i)^2\,i\left(\frac{i}{2\pi}\right)^4\frac{(2\pi)^3}{2\pi}=-\frac1{(2\pi)^2}=\left(\frac i{2\pi}\right)^2 ,$$

since $(-i)^3i=-1$ and $i^4=1$. With $p=p_1$, $p'=p_1'$, and $a_1$ written for $\varepsilon_{a_1}-i0$ and so on,

$$g^{(1)}=\left(\frac i{2\pi}\right)^2\int dp\,dp'\,\frac{I_{a_1a_2b_1b_2}(p'-p)}{(p'-a_1)(E-p'-a_2)(p-b_1)(E-p-b_2)} .$$

For the determinants $b_1^\dagger b_2^\dagger|0\rangle$ and $\langle0|a_2a_1$ the final orbitals can also be attached the other way round, which costs one transposition of fermion operators. Each element is therefore the expression above minus the same expression with $a_1\leftrightarrow a_2$.

In the Feynman gauge the photon propagator is proportional to $g_{\mu\nu}$, which contracts the vertices to $1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2$, and its momentum-space factor, normalized to $1/r$ at zero frequency, is $4\pi/(k^2-q^2-i0)$ with $q=|\omega|/c$. The angular integral of $e^{i\mathbf k\cdot\mathbf r}$ is $4\pi\sin(kr)/(kr)$, so with $r=r_{12}$

$$\int\frac{d^3k}{(2\pi)^3}\frac{4\pi e^{i\mathbf k\cdot\mathbf r}}{k^2-q^2-i0}=\frac2{\pi r}\int_0^\infty\frac{k\sin kr\,dk}{k^2-q^2-i0}=\frac1{i\pi r}\int_{-\infty}^\infty\frac{k\,e^{ikr}dk}{k^2-q^2-i0}=\frac{e^{iqr}}r .$$

The second step uses that the sine term is even in $k$ and the cosine term odd; the third closes the path above, on the pole $k=q+i0$ with residue $e^{iqr}/2$. Hence $I^F(\omega)=(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\,e^{iqr_{12}}/r_{12}$, and $I_{a_1a_2b_1b_2}$ is its matrix element $\langle a_1a_2|I|b_1b_2\rangle$.

**Q.** The function $e^{i|\omega|r/c}$ is not analytic in $\omega$ and does not fall off. How do you do the energy integrals?

**A.** Mode by mode. In the middle form above use $2k/(k^2-\omega^2/c^2-i0)=1/(k-\omega/c-i0)+1/(k+\omega/c-i0)$ and set $\nu=ck$, the photon energy. This gives

$$I(\omega)=F(\omega)+F(-\omega),\qquad F(x)=\int_0^\infty\frac{\rho(\nu)\,d\nu}{x-\nu+i0},\qquad \rho(\nu)=-(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\frac{\sin(\nu r/c)}{\pi r}.$$

$F$ is analytic in the upper half plane and has a cut from $x=0$ to the right. For one mode, $I$ is the rational function $\rho\,[1/(\omega-\nu+i0)+1/(-\omega-\nu+i0)]$, which falls as $\omega^{-2}$. Split both pairs of electron factors:

$$\frac1{(p-b_1)(E-p-b_2)}=\frac1{E-E_k}\left[\frac1{p-b_1}+\frac1{E-p-b_2}\right],$$

which holds because the two denominators add up to $E-E_k$, and likewise for $p'$ with $E-E_i$. Put $p'=p+\omega$ and integrate the four products over $p$ at fixed $\omega$. The product $1/[(p+\omega-a_1)(p-b_1)]$ has both poles below the axis and falls as $p^{-2}$, so closing above gives zero. The product of the two factors containing $E$ has both poles above and vanishes by closing below. The first cross term has one pole above, at $p=E-b_2$, where $1/(E-p-b_2)$ has residue $-1$; since $\frac i{2\pi}\cdot2\pi i\cdot(-1)=1$,

$$\frac i{2\pi}\int\frac{dp}{(p+\omega-a_1)(E-p-b_2)}=\frac1{E+\omega-a_1-b_2}.$$

This is analytic in $\omega$ above the axis. Closing the $\omega$ integral above picks only the photon pole $\omega=-\nu+i0$, with residue $-\rho$, and the same arithmetic gives $\rho/(E-\nu-a_1-b_2)$. The second cross term yields $1/(E-\omega-a_2-b_1)$, analytic below the axis; closing below, clockwise, on $\omega=\nu-i0$ with residue $+\rho$ gives $\frac i{2\pi}(-2\pi i)\rho=\rho$ times $1/(E-\nu-a_2-b_1)$. Summing over modes,

$$g^{(1)}=\frac{S(E)}{(E-E_i)(E-E_k)},\qquad S(E)=F(E-\varepsilon_{a_1}-\varepsilon_{b_2})+F(E-\varepsilon_{a_2}-\varepsilon_{b_1}).$$

The two terms are the two time orders. In the first, electron 1 has emitted and is already in $a_1$, electron 2 is still in $b_2$, and the photon is in flight.

**Q.** So the interaction depends on the total energy $E$. For $i\ne k$ there are two candidates, $E_1$ and $E_2$. Which one enters $H$?

**A.** The contour decides. Assume that $S$ is analytic inside $C$. For $i\neq k$ the residues at $E_i$ and $E_k$ give

$$P^{(1)}_{ik}=\frac{S(E_i)-S(E_k)}{E_i-E_k},\qquad K^{(1)}_{ik}=\frac{E_iS(E_i)-E_kS(E_k)}{E_i-E_k}.$$

In $K^{(1)}_{ik}-\tfrac12(E_i+E_k)P^{(1)}_{ik}$ the coefficient of $S(E_i)$ in the numerator is $E_i-\tfrac12(E_i+E_k)=\tfrac12(E_i-E_k)$, and that of $S(E_k)$ is $-E_k+\tfrac12(E_i+E_k)=\tfrac12(E_i-E_k)$. The denominator cancels:

$$H^{(1)}_{ik}=\tfrac12\left[S_{ik}(E_i)+S_{ik}(E_k)\right].$$

For $i=k$ the double pole gives $P^{(1)}=S'(E_i)$ and $K^{(1)}=S(E_i)+E_iS'(E_i)$, so $H^{(1)}_{ii}=S(E_i)$, the same formula. Now define $\Delta_1=\varepsilon_{a_1}-\varepsilon_{b_1}$ and $\Delta_2=\varepsilon_{a_2}-\varepsilon_{b_2}$, so that $\Delta_1+\Delta_2=E_i-E_k$. At $E=E_i$ the two arguments of $F$ are $\varepsilon_{a_2}-\varepsilon_{b_2}=\Delta_2$ and $\varepsilon_{a_1}-\varepsilon_{b_1}=\Delta_1$. At $E=E_k$ they are $\varepsilon_{b_1}-\varepsilon_{a_1}=-\Delta_1$ and $\varepsilon_{b_2}-\varepsilon_{a_2}=-\Delta_2$. The four terms pair up into two full photon propagators:

$$H^{(1)}_{ik}=\tfrac12\left[I_{a_1a_2b_1b_2}(\Delta_1)+I_{a_1a_2b_1b_2}(\Delta_2)\right]-(a_1\leftrightarrow a_2),$$

summed with the coupling coefficients of the two states, the $\Delta$ being recomputed in the exchanged term. Off the diagonal, neither $S(E_i)=F(\Delta_1)+F(\Delta_2)$ nor $S(E_k)$ alone can be written with full propagators $F(x)+F(-x)$; their mean can, as the average of two of them, with $x=\Delta_1$ and $x=\Delta_2$. On the diagonal $\Delta_2=-\Delta_1$, $I$ is even, and the single-level result $I(\Delta_1)$ is recovered. The symmetric form is a first-order statement; $H^{(2)}$ needs the longer combination written earlier.

**Q.** You assumed that $S$ is analytic inside $C$, yet $F$ has a cut starting at zero argument. For the direct term the cut starts right on the pole.

**A.** It does. In the direct term $a_1=b_1=1s$, so the thresholds $\varepsilon_{a_1}+\varepsilon_{b_2}$ and $\varepsilon_{a_2}+\varepsilon_{b_1}$ are $E_k$ and $E_i$ themselves: the ion in a model state plus a soft photon. With massless photons the levels are not isolated poles. Give the photon a mass, written as an inverse length $\mu$, so that $k^2\to\kappa_\gamma^2=k^2+\mu^2$ in the denominator. With $1/(\kappa_\gamma^2-q^2)=\frac1{2\kappa_\gamma}[1/(\kappa_\gamma-q)+1/(\kappa_\gamma+q)]$ the scalar kernel becomes

$$F_\mu(x)=\frac1{\pi r}\int_0^\infty\frac{k\sin kr\,dk}{\kappa_\gamma\,(\kappa_\gamma-x/c-i0)},$$

and the cuts start at $E_i+c\mu$. For $c\mu$ larger than the contour these cuts stay outside, and $H^{(1)}$ is obtained as a function of $\mu$. The limit $\mu\to0$ is taken in $H^{(1)}$ and not earlier. The reason is visible in the diagonal $P^{(1)}=S'(E_i)=2F_\mu'(0)$. Using $k/\kappa_\gamma^3=-d(1/\kappa_\gamma)/dk$ and integrating by parts, with a boundary term $\sin(kr)/\kappa_\gamma$ that vanishes at both ends,

$$c\,F_\mu'(0)=\frac1{\pi r}\int_0^\infty\frac{k\sin kr}{\kappa_\gamma^3}dk=\frac1\pi\int_0^\infty\frac{\cos kr}{\sqrt{k^2+\mu^2}}dk=\frac{K_0(\mu r)}\pi ,$$

where $K_0$ is the modified Bessel function. At $r=1.3$ this equals $0.228$ for $\mu=0.5$ and $0.908$ for $\mu=0.05$, and it grows as $-\ln\mu/\pi$. The logarithm multiplies the matrix element of $1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2$ with a constant kernel, which for the direct diagonal term is 1, because $\langle a|\boldsymbol\alpha|a\rangle=0$ by parity. This diagram therefore gives $P^{(1)}_{ii}\simeq-(2\alpha/\pi)\ln\mu$ in the Feynman gauge. The same $S'$ stands in $K^{(1)}_{ii}$ with the factor $E_i$ and cancels in $H^{(1)}_{ii}$, whose kernels $e^{-r\sqrt{\mu^2-q^2}}/r$ go continuously to $e^{iqr}/r$. This settles first order; a finite limit at higher orders has to be established from the combinations in $H^{(2)}$ and beyond, and is not shown here.

**Q.** The exchange term is worse. There $a_2=b_1=1s$, the threshold is $2\varepsilon_{1s}$, far below the levels, and the cut runs through them for any small $\mu$.

**A.** That cut is physical: the levels decay to $1s^2$ plus a photon. The function $g$ is defined for $\mathrm{Im}\,E>0$ and is continued downward through the cut. In $F(x)=\int\rho\,d\nu/(x-\nu)$ the density $\rho(\nu)$ is analytic away from the threshold, so the $\nu$ path can be bent into the lower half plane, where it passes below the levels before it returns to the real axis at higher energy. The cut then runs below the levels, $S$ is analytic around $E_1$ and $E_2$, and its values there are the limits from above, which is what $e^{iqr}$ expresses. A soft-photon cut starting at $E_1+c\mu$ is turned down in the same way once $c\mu<\delta$. Its branch point then lies between the two levels, so $C$ has to be indented to leave this cut outside and can no longer be kept large compared with $\delta$; $H^{(1)}$ still follows from the residues at $E_1$ and $E_2$ alone.

The exact poles now lie at complex $\mathcal E_n$, and the proof has to be adapted. Time reversal followed by a rotation through $\pi$ about the $y$ axis is an antiunitary symmetry that maps each state $|i,M\rangle$ onto itself up to a phase. Choosing the basis phases to remove these, all spectral weights are real and $g$ is a symmetric matrix, also after continuation. If the poles are simple with residues of rank one, a symmetric residue has the form $\varphi_n\varphi_n^{T}$, so $P=\Phi\Phi^T$, $K=\Phi\mathcal E\Phi^T$, $XX^T=1$ for the symmetric root $P^{-1/2}$, and $H=X\mathcal EX^{-1}$. The matrix is complex symmetric, $H=R+iW$, with real symmetric $R$ from the cosine kernel and $W$ from the sine kernel. In the eigenbasis of $R$, perturbation theory in $iW$ gives $\mathcal E_n=R_n+iW_{nn}-W_{nm}^2/(R_n-R_m)+\dots$, so level positions are the eigenvalues of $R$ up to a term of second order in $W$. The symmetry of $R$ is visible in the formula: interchanging $i$ and $k$ sends each $\Delta$ to $-\Delta$, $I$ is even, and the cosine kernel is a Hermitian operator at fixed frequency.

One-photon exchange now has a first-order matrix element with no small denominator $\delta$, in which the photon propagator is averaged over the two energy transfers $\Delta_1$ and $\Delta_2$. What remains is the self-energy, the gauge dependence of the off-diagonal element, and the evaluation of the matrix, with its limits and a numerical example.
